# Grain-Boundary Grooving by Evaporation and Condensation at Small Slope

A solid fills $y<h(x,t)$ and is uniform along the third direction. A grain boundary lies in the plane $x=0$ and meets the free surface there. The surface is flat at $t=0$, with $h=0$. The groove is symmetric, so $x>0$ suffices.

The surface energy $\gamma$ is isotropic, the boundary energy is $\gamma_b<2\gamma$, the atomic volume is $\Omega$, the atomic mass is $M$, and $k$ is Boltzmann's constant. An enclosure keeps the vapour at $p_0$, the equilibrium pressure of the flat surface. Every arriving atom sticks, and the mean free path in the vapour is much longer than the groove is wide. Slopes are small, and first order in slope is kept unless stated otherwise.

## (a) The slope at the root

**Question.** Find the slope $m=h_x(0^+,t)$ set by local equilibrium.

**Answer.** Close to the root, let the groove have straight flanks of slope $s$ and half-width $w$. Its depth is $sw$. The flanks cost surface energy, and a length $sw$ of boundary disappears. Per unit length along the groove,

$$E(s)=w\left[2\gamma\sqrt{1+s^2}-\gamma_b s\right].$$

Bulk terms scale as $w^2$ and drop out as $w\to0$. Setting $E'(s)=0$ gives

$$\frac{2\gamma s}{\sqrt{1+s^2}}=\gamma_b .$$

With $s=\tan\theta$ the left side is $2\gamma\sin\theta$, so

$$\sin\theta=\frac{\gamma_b}{2\gamma},\qquad m=\tan\theta .$$

This is a minimum, because $E''=2\gamma w(1+s^2)^{-3/2}>0$. Local equilibrium is assumed to be fast, so $m$ is constant in time.

## (b) The equation of motion

**Question.** Derive the linear equation for $h$ when atoms move only through the vapour.

**Answer.** In a vapour of number density $n=p/kT$, the flux onto a surface is

$$J=n\int_0^\infty v\sqrt{\frac{M}{2\pi kT}}\,e^{-Mv^2/2kT}\,dv
=n\sqrt{\frac{kT}{2\pi M}}=\frac{p}{\sqrt{2\pi MkT}} .$$

Next comes the energy of an atom on a curved surface. At small slope the surface energy is $\gamma\int(1+h_x^2/2)\,dx$. A local change $\delta h$ alters it by

$$\delta E=\gamma\int h_x\,\delta h_x\,dx=-\gamma\int h_{xx}\,\delta h\,dx ,$$

and adds $\int\delta h\,dx/\Omega$ atoms. The excess chemical potential is therefore $\mu=-\gamma\Omega h_{xx}$. An ideal vapour in equilibrium with this surface has pressure

$$p=p_0e^{\mu/kT}\simeq p_0\left(1-\frac{\gamma\Omega}{kT}h_{xx}\right).$$

The surface emits the flux that would balance this pressure, but it receives the flux belonging to $p_0$. Each atom lost removes a volume $\Omega$, so

$$h_t=-\Omega\,\frac{p-p_0}{\sqrt{2\pi MkT}}=A\,h_{xx},\qquad
A=\frac{p_0\gamma\Omega^2}{\sqrt{2\pi M}\,(kT)^{3/2}} .$$

A convex flank has $h_{xx}<0$ and evaporates, as the sign requires. The difference between normal and vertical velocity is of second order in slope. So is the exchange between flanks: for cosine emission, at most a fraction $(1-\cos2\theta)/2=\sin^2\theta$ of the atoms leaving a point on one flank strikes the other. The limit is reached when the flanks are straight and the opposite one is very wide.

## (c) The profile

**Question.** Solve for $h(x,t)$, using $\operatorname{ierfc}(z)=\int_z^\infty\operatorname{erfc}(u)\,du$.

**Answer.** The slope $g=h_x$ obeys $g_t=Ag_{xx}$, with $g(0,t)=m$, $g(x,0)=0$ and $g\to0$ far away. These data contain no length, so try $g=G(z)$ with $z=x/(2\sqrt{At})$. Since $z_t=-z/(2t)$ and $z_x=1/(2\sqrt{At})$,

$$-\frac{z}{2t}G'=\frac{A}{4At}G''\quad\Rightarrow\quad G''+2zG'=0 .$$

Hence $G'=Ce^{-z^2}$. Integrating from $0$ to $\infty$ gives $-m=C\sqrt\pi/2$, so $C=-2m/\sqrt\pi$ and

$$h_x=m\operatorname{erfc}(z).$$

The surface stays at $h=0$ far from the groove. Integrating inward, with $dx=2\sqrt{At}\,dz$,

$$h(x,t)=-\int_x^\infty h_{x'}\,dx'
=-2m\sqrt{At}\;\operatorname{ierfc}\!\left(\frac{x}{2\sqrt{At}}\right).$$

Integration by parts, with $\operatorname{erfc}'(u)=-2e^{-u^2}/\sqrt\pi$, gives

$$\operatorname{ierfc}(z)=\bigl[u\operatorname{erfc}u\bigr]_z^\infty+\frac{2}{\sqrt\pi}\int_z^\infty ue^{-u^2}du
=\frac{e^{-z^2}}{\sqrt\pi}-z\operatorname{erfc}(z).$$

Direct substitution confirms the solution. Because $\operatorname{ierfc}'=-\operatorname{erfc}$,

$$h_t=-m\sqrt{\frac At}\,\bigl[\operatorname{ierfc}(z)+z\operatorname{erfc}(z)\bigr]
=-m\sqrt{\frac{A}{\pi t}}\,e^{-z^2},$$

$$Ah_{xx}=Am\left(-\frac{2}{\sqrt\pi}e^{-z^2}\right)\frac{1}{2\sqrt{At}}
=-m\sqrt{\frac{A}{\pi t}}\,e^{-z^2}.$$

For fixed $x>0$, $z\to\infty$ as $t\to0$, so $h\to0$ as required. The solution is unique among decaying ones: the difference $f$ of two solutions has $f_x(0,t)=0$ and $f(x,0)=0$, and $\frac{d}{dt}\int f^2dx=-2A\int f_x^2dx\le0$ forces $f=0$.

A finite-volume solution of the original equation, with $m=A=t=1$ and 1600 cells on $0<x<16$, differs from this profile by at most $1.7\times10^{-6}$ in height.

## (d) Depth, ridges and lost material

**Question.** How does the depth grow? Does the surface rise above its original level anywhere? How much material leaves?

**Answer.** Since $\operatorname{ierfc}(0)=1/\sqrt\pi$, the depth $d=-h(0,t)$ is

$$d=2m\sqrt{\frac{At}{\pi}}\simeq1.128\,m\sqrt{At}.$$

The depth doubles when the time is multiplied by four. The width grows by the same factor, so the shape is preserved.

For every finite $x>0$ and $t>0$, $h_x=m\operatorname{erfc}(z)>0$. The height rises monotonically towards zero and so stays below zero. There is no maximum and no side ridge.

The area on one side changes at the rate

$$\frac{d}{dt}\int_0^\infty h\,dx=A\bigl[h_x\bigr]_0^\infty=-mA .$$

An area $mAt$ has therefore passed into the vapour from each side.

## (e) Surface diffusion, alone and in competition

**Question.** Repeat the analysis for surface diffusion. Then let both mechanisms act, find the depth at early and late times, and say what decides whether ridges appear.

**Answer.** Let $D_s$ be the surface diffusivity and $\nu$ the number of mobile atoms per area. The surface flux is

$$J_s=-\frac{D_s\nu}{kT}\,\mu_x=\frac{D_s\nu\gamma\Omega}{kT}\,h_{xxx}.$$

Conservation, $h_t=-\Omega\,\partial_xJ_s$, gives

$$h_t=-Bh_{xxxx},\qquad B=\frac{D_s\nu\gamma\Omega^2}{kT}.$$

By symmetry, and with no flux along the grain boundary, $h_{xxx}(0,t)=0$. Then

$$\frac{d}{dt}\int_0^\infty h\,dx=-B\bigl[h_{xxx}\bigr]_0^\infty=0 .$$

The total area stays zero, so material missing from the groove must stand above the original level elsewhere. Surface diffusion alone must therefore produce a ridge.

With both mechanisms, $h_t=Ah_{xx}-Bh_{xxxx}$. The Laplace transform, with variable $\sigma$, is $\hat h=ae^{-\lambda_1x}+be^{-\lambda_2x}$, where

$$B\lambda^4-A\lambda^2+\sigma=0,\qquad
\lambda_1^2+\lambda_2^2=\frac AB,\qquad \lambda_1\lambda_2=q=\sqrt{\frac{\sigma}{B}} .$$

The root conditions are $-a\lambda_1-b\lambda_2=m/\sigma$ and $a\lambda_1^3+b\lambda_2^3=0$. The second gives $a=-b\lambda_2^3/\lambda_1^3$. Inserting this in the first,

$$b=\frac m\sigma\,\frac{\lambda_1^2}{\lambda_2(\lambda_2^2-\lambda_1^2)},\qquad
a=-\frac m\sigma\,\frac{\lambda_2^2}{\lambda_1(\lambda_2^2-\lambda_1^2)} .$$

The transformed depth is $\hat d=-(a+b)$. Over a common denominator, with $\lambda_2-\lambda_1$ cancelled,

$$\hat d=\frac m\sigma\,\frac{\lambda_1^2+\lambda_1\lambda_2+\lambda_2^2}{\lambda_1\lambda_2(\lambda_1+\lambda_2)}
=\frac m\sigma\,\frac{A/B+q}{q\sqrt{A/B+2q}} ,$$

because $(\lambda_1+\lambda_2)^2=A/B+2q$.

*Early times* correspond to large $\sigma$, where $q\gg A/B$. Then $\hat d\simeq mB^{1/4}\sigma^{-5/4}/\sqrt2$. Since $\sigma^{-5/4}$ is the transform of $t^{1/4}/\Gamma(5/4)$,

$$d\simeq\frac{m(Bt)^{1/4}}{\sqrt2\,\Gamma(5/4)}\simeq0.780\,m(Bt)^{1/4}.$$

This holds at all times if $A=0$. The numerical profile for $A=0$ has a ridge of height $0.194\,m(Bt)^{1/4}$ at $x\simeq2.30\,(Bt)^{1/4}$.

*Late times* correspond to small $\epsilon=qB/A=\sqrt{\sigma B}/A$. Expanding,

$$\hat d=\frac m\sigma\sqrt{\frac A\sigma}\;\frac{1+\epsilon}{\sqrt{1+2\epsilon}}
\simeq m\sqrt A\,\sigma^{-3/2}\left(1+\frac{\sigma B}{2A^2}\right),$$

because $(1+\epsilon)(1-\epsilon+\tfrac32\epsilon^2)=1+\tfrac12\epsilon^2$ to second order. The inverses of $\sigma^{-3/2}$ and $\sigma^{-1/2}$ are $2\sqrt{t/\pi}$ and $1/\sqrt{\pi t}$, so

$$d\simeq2m\sqrt{\frac{At}{\pi}}\left(1+\frac\beta4\right),\qquad \beta=\frac{B}{A^2t}.$$

The groove starts with the $t^{1/4}$ law and crosses over to $t^{1/2}$ around $t\sim B/A^2$. In the numerical solutions, the ratio of ridge height to depth is 0.146, 0.051 and 0.0022 for $\beta=10$, 1 and 0.1.

Loss of material does not by itself exclude a ridge. With both mechanisms the area still falls at the rate $mA$, yet a ridge is present at these three values of $\beta$. The ridge also persists at smaller $\beta$, but it shrinks very quickly. Its height is about $4\times10^{-5}$, $6\times10^{-9}$ and $10^{-21}$ times $m\sqrt{At}$ at $\beta=0.03$, 0.01 and 0.0026. So, with these two mechanisms alone, $\beta$ decides whether a ridge is large enough to see. Lattice diffusion, sized in (f), adds a ridge of its own that does not vanish in this way. Its strict absence under evaporation-condensation alone follows from the positive slope found in (d).

## (f) A numerical case

**Question.** Take rough values in the regime of magnesium at 850 K: $p_0=0.50$ Torr, $\gamma=0.70$ J/m², $\gamma_b=0.20$ J/m², $\Omega=0.023$ nm³, $M=24.3$ u and $D_s=10^{-5}$ cm²/s, with $\nu=\Omega^{-2/3}$. Find the groove after 100 s and judge the approximations. Would a bare aluminium interconnect at 700 K follow the same law?

**Answer.** The root condition gives $\sin\theta=0.20/1.40=0.143$ and $m=0.144$. The one-way evaporation speed is $v_0=\Omega p_0/\sqrt{2\pi MkT}=2.81\times10^4$ nm/s, and the capillary length is $\gamma\Omega/kT=1.37$ nm. Their product is $A=3.86\times10^4$ nm²/s. After 100 s,

$$\sqrt{At}=1964\ \text{nm},\qquad d=1.128\times0.1443\times1964\ \text{nm}\simeq320\ \text{nm}.$$

At 25 s the depth is 160 nm, half as much. At 100 s the surface lies 196 nm below the flat level at $x=1000$ nm, 111 nm below at 2000 nm, and 27 nm below at 4000 nm. With the same parameters and time, surface diffusion alone would give a depth of 50 nm and a ridge of 12 nm.

**Competing transport.** The crossover time $B/A^2$ is 0.26 s, so $\beta=2.6\times10^{-3}$ at 100 s, and surface diffusion deepens the groove by about 0.07%. This figure is nearly proportional to the uncertain $D_s$; a value seven times larger gives 0.4%.

For lattice diffusion, consider a ripple of wavenumber $K$ and amplitude $h_K$. Its surface potential $\gamma\Omega K^2h_K$ decays into the solid as $e^{Ky}$, and the resulting flux relaxes the ripple at the rate $D_L(\gamma\Omega/kT)K^3$. Evaporation gives $AK^2$. With a rough lattice diffusivity $D_L=10^{-8}$ cm²/s and $K=1/\sqrt{At}$, the ratio is 1.8%. Adding this rate to every Fourier mode deepens the groove by about 0.5%. Because the rate goes as $|K|^3$, it also leaves a positive tail $h\simeq2mD_L(\gamma\Omega/kT)t/(\pi x^2)$ far from the root. The result is a ridge of about 0.15 nm near $x=10^4$ nm: below one atomic layer, but far above the surface-diffusion ridge quoted in (e) for this $\beta$.

**Slope and vapour.** Keeping the full slope in the curvature and normal velocity gives $h_t=Ah_{xx}/(1+h_x^2)$. Its numerical solution is 0.5% shallower than the linear result. Exchange between flanks, omitted from that equation, involves at most a fraction $\sin^2\theta\simeq2\%$ of the emitted atoms. For an atom diameter of 0.4 nm the mean free path is $2.5\times10^5$ nm, about 60 times $2\sqrt{At}$.

**Saturation.** This is the most delicate condition. If the vapour pressure is $(1-\eta)p_0$, the flat surface recedes at $\eta v_0$. The recession equals the groove depth after 100 s when

$$\eta=\frac{d}{v_0t}=1.1\times10^{-4}.$$

With a rough sublimation energy $L=1.5$ eV and $d\ln p_0/dT=L/kT^2$, this corresponds to a temperature error of only 0.005 K. The depth must then be measured from the receding flat level. Relative to that level, two effects of second order in slope act on a flank. Its tilt speeds the vertical recession by $\eta v_0h_x^2/2$. Against this, a fraction $F\le\sin^2\theta$ of the view from a point on the flank is filled by the opposite flank, which emits at about $p_0$ instead of $(1-\eta)p_0$; this slows the recession by $\eta v_0F$. Since $h_x\le m$ and $\sin^2\theta\le m^2$, the net change in speed is at most $\eta v_0m^2$ in either direction, and the depth changes, to leading order, by at most $\eta v_0tm^2$. This is about 2% of $d$ when recession equals depth. At fifty times that recession the bound is as large as $d$ and no longer guarantees the square-root law. The bound is far from sharp, because the two effects have opposite signs and largely cancel in the depth, though not point by point. At that recession a numerical solution gives a groove about 22% deeper with the tilt term alone, but only 1–2% shallower with both terms.

**Comparison with real metals.** The magnesium values are rough, and the diffusivities are the least certain. A real magnesium surface also readily carries oxide, which breaks the assumption of perfect exchange. If a uniform fraction $\alpha$ of arriving atoms sticks and emission falls equally, $A$ is multiplied by $\alpha$ and the depth by $\sqrt\alpha$; $\alpha=0.25$ would halve the evaporation result to 160 nm. The neglected terms then matter more: the lattice ratio rises to 14% and $\beta$ to 0.042, and including both gives about 167 nm. Crystal anisotropy is not sized here.

For aluminium, the two mechanisms are comparable at a width $W=\sqrt{B/A}$. Dividing the two coefficients gives

$$\frac BA=\frac{D_s\nu\sqrt{2\pi MkT}}{p_0}.$$

With $W=100$ nm, $T=700$ K, a rough $D_s=10^{-7}$ cm²/s, $\Omega=0.0166$ nm³ and $M=27$ u, the required pressure is $6\times10^{-3}$ Torr. A generous rough upper bound on aluminium's vapour pressure at this temperature is $10^{-10}$ Torr, smaller by a factor of $6\times10^7$. Even if $D_s$ were a thousand times smaller, evaporation would not compete at this width. A bare aluminium line would therefore not follow the square-root law. The real competitor of surface diffusion is lattice diffusion, whose rate relative to it at $K=1/W$ is $D_LW/(D_s\Omega^{1/3})$. With a rough $D_L=4$–$7\times10^{-11}$ cm²/s this ratio is 0.16–0.27 for $D_s=10^{-7}$ cm²/s, so at $(Bt)^{1/4}=100$ nm the growth is close to the $t^{1/4}$ law with ridges (local exponent 0.26–0.27). With a rough $\gamma=1$ J/m² that width is reached in about 20 s. The ratio grows in proportion to the width, so in a film or a wider line the exponent rises to 0.28–0.29 at 300 nm and 0.31–0.32 at 1 µm, on the way to $1/3$. For a $D_s$ a thousand times smaller, lattice diffusion dominates and the depth grows as $t^{1/3}$. A native oxide or a capping layer changes the surface transport and lies outside this estimate.

The remaining values are in the numerical output.

## Values computed for the example and the checks

```
TESTS IN UNITS m = A = t = 1 (or m = B = t = 1)
largest profile error, grid vs formula: 1.7e-06
growth power, evaporation: 0.5000
growth power, surface diffusion: 0.2500
depth factor, evaporation: 1.1284
depth factor, surface diffusion: 0.7801
ridge height factor, surface diffusion: 0.1940
ridge position factor: 2.29
ridge/depth, both mechanisms, beta=10: 1.46e-01
ridge/depth, both mechanisms, beta=1: 5.14e-02
ridge/depth, both mechanisms, beta=0.1: 2.22e-03
EXAMPLE INPUTS (rough, magnesium regime)
temperature: 850 K
vapour pressure: 0.50 Torr
surface energy: 0.70 J/m2
boundary energy: 0.20 J/m2
atomic volume: 0.0230 nm3
atomic mass: 24.3 u
surface diffusivity: 1.0e-05 cm2/s
lattice diffusivity: 1.0e-08 cm2/s
vapour atom diameter: 0.40 nm
sublimation energy: 1.50 eV
EXAMPLE RESULTS
root slope m: 0.1443
one-way evaporation speed v0: 2.811e+04 nm/s
capillary length: 1.372 nm
A: 3.856e+04 nm2/s
sqrt(At) at 100 s: 1964 nm
depth at 25 s: 159.9 nm
depth at 100 s: 319.8 nm
height at x=1000 nm, 100 s: -196.00 nm
height at x=2000 nm, 100 s: -110.68 nm
height at x=4000 nm, 100 s: -26.88 nm
height at x=8000 nm, 100 s: -0.46 nm
area lost per side: 5.566e+05 nm2
SURFACE DIFFUSION ALONE, SAME TIME
B: 3.902e+08 nm4/s
depth: 50.0 nm
ridge height: 12.4 nm
NEGLECTED EFFECTS
crossover width sqrt(B/A): 101 nm
crossover time B/A^2: 0.262 s
beta at 100 s: 2.62e-03
depth change, surface diffusion: 0.065 %
lattice diffusion/evaporation rate: 1.81 %
depth change, full slope: -0.49 %
Kelvin linearization error: 0.0028 %
vapour mean free path: 2.48e+05 nm
undersaturation, recession = depth: 1.14e-04
equivalent temperature error: 4.72e-03 K
ALUMINIUM LINE (rough)
temperature: 700 K, width: 100 nm
surface diffusivity: 1.0e-07 cm2/s
pressure needed for evaporation: 6.01e-03 Torr
assumed upper bound, Al: 1.0e-10 Torr
needed/bound: 6.0e+07
```
